# Density of states and band tail of an electron in white noise: a program that tests the result

```python
"""Integrated density of states of a 1D electron in Gaussian white noise.

H = -(hbar^2/2m) d^2/dx^2 + V(x),  <V(x)V(x')> = gamma delta(x-x').
Result under test, per unit length and per spin:
    N(E) = kappa / (pi^2 [Ai^2(-e) + Bi^2(-e)]),  e = E/E0,
    kappa = (2 m^2 gamma/hbar^4)^(1/3),  E0 = hbar^2 kappa^2/(2m).
Scaled units (length 1/kappa, energy E0): -psi'' + U psi = e psi,
<U U'> = 2 delta.  z = psi'/psi is the logarithmic derivative.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy


def airy_sum(x):
    """F = Ai^2 + Bi^2 and its first two derivatives at x."""
    ai, aip, bi, bip = airy(x)
    f0 = ai**2 + bi**2
    f1 = 2 * (ai * aip + bi * bip)
    f2 = 2 * (aip**2 + bip**2) + 2 * x * f0
    return f0, f1, f2


def states_below(e):
    return 1 / (np.pi**2 * airy_sum(-e)[0])


def density(e):
    f0, f1, _ = airy_sum(-e)
    return f1 / (np.pi**2 * f0**2)


def slope_energy(e):
    """Inverse of d ln(density)/de."""
    f0, f1, f2 = airy_sum(-e)
    return 1 / (2 * f1 / f0 - f2 / f1)


def tail_states(e):
    return np.sqrt(-e) / np.pi * np.exp(-4 / 3 * (-e)**1.5)


def tail_density(e):
    return 2 * (-e) / np.pi * np.exp(-4 / 3 * (-e)**1.5)


def gauss_grid(low, high, n):
    nodes, weights = np.polynomial.legendre.leggauss(n)
    half = (high - low) / 2
    return low + half * (nodes + 1), half * weights


def exponent(z, u, e):
    return u * z**2 - u**2 * z + u**3 / 3 + e * u


# --- Symbolic test: the integral obeys the equation of Airy products
xs, ts = sp.symbols("x t", positive=True)
kernel = sp.exp(xs * ts - ts**3 / 12) / sp.sqrt(ts)
operator = (sp.diff(kernel, xs, 3) - 4 * xs * sp.diff(kernel, xs)
            - 2 * kernel)
total_derivative = -4 * sp.diff(ts * kernel, ts)
assert sp.simplify((operator - total_derivative) / kernel) == 0

# --- Airy identity by quadrature (t = s^2 removes the root singularity)
identity_error = 0.0
for x in (-3.0, -1.0, 0.0, 1.0, 3.0):
    integral = quad(lambda s: 2 * np.exp(x * s**2 - s**6 / 12), 0, 5,
                    epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    ratio = integral / (np.pi**1.5 * airy_sum(x)[0])
    identity_error = max(identity_error, abs(ratio - 1))
assert identity_error < 1e-8

# --- Normalization of the stationary density by a double integral.
# z = tan(theta), u = s/(1+z^2): the two Jacobians cancel.
theta, w_theta = gauss_grid(-np.pi / 2, np.pi / 2, 400)
s_grid, w_s = gauss_grid(0, 60, 400)
z_grid = np.tan(theta)[:, None]
u_grid = s_grid[None, :] / (1 + z_grid**2)
norm_error = 0.0
for e in (0.5, 1.5):
    double = w_theta @ np.exp(-exponent(z_grid, u_grid, e)) @ w_s
    norm_error = max(norm_error, abs(double * states_below(e) - 1))
assert norm_error < 1e-5

# --- Random lattice chains: count eigenvalues with the Sturm recursion
rng = np.random.default_rng(12345)
spacing, chains = 0.05, 4000
burn_steps, total_steps, check_step = 400, 16400, 2000
energies = np.array([-3.0, -2.0, -1.0, 0.0, 1.0, 3.0])
base = 2 - spacing**2 * energies[:, None]
noise_scale = np.sqrt(2) * spacing**1.5
counts = np.zeros((len(energies), chains), dtype=np.int32)
inverse = np.zeros((len(energies), chains))
first_chain = []
hits = np.zeros(len(energies))
samples = 0
for step in range(1, total_steps + 1):
    kick = noise_scale * rng.standard_normal(chains)
    pivot = base + kick - inverse
    counts += pivot < 0
    if step <= check_step:
        first_chain.append(kick[0])
    if step == check_step:
        sturm_check = counts[:, 0].copy()
    if step == burn_steps:
        burn_counts = counts.copy()
    if step > burn_steps and step % 40 == 0:
        z_now = (pivot - inverse) / (2 * spacing)
        hits += np.mean((z_now > 0) & (z_now < 1), axis=1)
        samples += 1
    inverse = 1 / pivot

levels = eigvalsh_tridiagonal(2 + np.array(first_chain),
                              -np.ones(check_step - 1),
                              lapack_driver="sterf") / spacing**2
direct_counts = np.array([np.sum(levels < e) for e in energies])
assert np.array_equal(direct_counts, sturm_check)

chain_length = (total_steps - burn_steps) * spacing
per_length = (counts - burn_counts) / chain_length
simulated = per_length.mean(axis=1)
sim_error = per_length.std(axis=1) / np.sqrt(chains)
# 0.5 percent allows for the finite lattice spacing, 4 sigma for sampling
assert np.all(np.abs(simulated - states_below(energies))
              < 4 * sim_error + 0.005 * states_below(energies))

# --- Stationary density of z: probability of 0 < z < 1
z_unit, w_unit = gauss_grid(0, 1, 40)
u_line, w_line = gauss_grid(0, 14, 200)
prob_rows = []
for index in (2, 3, 4):
    e = energies[index]
    inner = np.exp(-exponent(z_unit[:, None], u_line[None, :], e))
    predicted = states_below(e) * (w_unit @ inner @ w_line)
    observed = hits[index] / samples
    # lattice slope is blurred over one spacing: error below 0.01
    assert abs(predicted - observed) < 0.01
    prob_rows.append((e, predicted, observed))

# --- Derivatives, free limit and tail limit
for e in (-4.0, -1.0, 0.0, 2.0):
    h = 1e-4
    numeric = (states_below(e + h) - states_below(e - h)) / (2 * h)
    assert abs(numeric / density(e) - 1) < 1e-5
    log_slope = (np.log(density(e + h)) - np.log(density(e - h))) / (2 * h)
    assert abs(log_slope - 1 / slope_energy(e)) < 1e-5
free_ratio = states_below(50.0) / (np.sqrt(50.0) / np.pi)
assert abs(free_ratio - 1) < 1e-4
tail_ratio_n = states_below(-20.0) / tail_states(-20.0)
tail_ratio_rho = density(-20.0) / tail_density(-20.0)
slope_ratio = slope_energy(-20.0) * 2 * np.sqrt(20.0)
assert abs(tail_ratio_n - 1) < 0.005
assert abs(tail_ratio_rho - 1) < 0.01
assert abs(slope_ratio - 1) < 0.02

# --- Cheapest potential well with a level at e = -1
h_well = 0.02
s_line = np.arange(-12, 12 + h_well / 2, h_well)


def ground_level(potential):
    off = -np.ones(len(s_line) - 1) / h_well**2
    return eigvalsh_tridiagonal(2 / h_well**2 + potential, off,
                                select="i", select_range=(0, 0))[0]


def noise_cost(potential):
    return np.sum(potential**2) * h_well / 4


sech_well = -2 / np.cosh(s_line)**2
sech_level, sech_cost = ground_level(sech_well), noise_cost(sech_well)
assert abs(sech_level + 1) < 1e-3
assert abs(sech_cost - 4 / 3) < 1e-6
gauss_costs = []
for width in (0.5, 0.65, 0.8, 1.0, 1.2):
    shape = -np.exp(-s_line**2 / (2 * width**2))
    depth = brentq(lambda a: ground_level(a * shape) + 1, 1.0, 8.0,
                   xtol=1e-7)
    gauss_costs.append(noise_cost(depth * shape))
assert min(gauss_costs) > sech_cost

# --- Worked example in eV and nm
mass_ratio, gamma = 0.3, 0.002
mass = mass_ratio * const.m_e
kinetic = const.hbar**2 / (2 * mass) / const.e * 1e18
gamma_si = gamma * const.e**2 * 1e-9
kappa = (2 * mass**2 * gamma_si / const.hbar**4)**(1 / 3) * 1e-9
e0 = kinetic * kappa**2
e0_direct = (mass * gamma_si**2 / (2 * const.hbar**2))**(1 / 3) / const.e
assert abs(e0_direct / e0 - 1) < 1e-10

# Direct diagonalization in physical units, levels below E = 0
sites, step_nm, runs = 6000, 0.25, 4
found = 0
for _ in range(runs):
    site_v = np.sqrt(gamma / step_nm) * rng.standard_normal(sites)
    spectrum = eigvalsh_tridiagonal(
        2 * kinetic / step_nm**2 + site_v,
        -kinetic / step_nm**2 * np.ones(sites - 1), lapack_driver="sterf")
    found += np.sum(spectrum < 0)
direct_zero = found / (runs * sites * step_nm)
formula_zero = kappa * states_below(0.0)
# a few hundred levels: sampling error of a few percent
assert abs(direct_zero / formula_zero - 1) < 0.12

print(f"Airy identity, largest relative error: {identity_error:.1e}")
print(f"Normalization, largest relative error: {norm_error:.1e}")
print(f"Chains: {chains}, counted length of each: {chain_length:.0f}/kappa")
print(f"Lattice spacing: {spacing}/kappa")
print("e | N/kappa formula | N/kappa chains | standard error")
for e, sim, err in zip(energies, simulated, sim_error):
    print(f"{e:5.1f} | {states_below(e):.6f} | {sim:.6f} | {err:.6f}")
print("e | probability of 0<z<1: formula | chains")
for e, predicted, observed in prob_rows:
    print(f"{e:5.1f} | {predicted:.4f} | {observed:.4f}")
print(f"N / free value at e=50: {free_ratio:.7f}")
print(f"N / tail formula at e=-20: {tail_ratio_n:.5f}")
print(f"density / tail formula at e=-20: {tail_ratio_rho:.5f}")
print(f"slope energy / tail formula at e=-20: {slope_ratio:.5f}")
print(f"sech^2 well: level {sech_level:.5f} E0, cost {sech_cost:.5f}")
print(f"best Gaussian well tried, same level: cost {min(gauss_costs):.5f}")
print(f"Example mass: {mass_ratio} electron masses")
print(f"Example gamma: {gamma} eV^2 nm")
print(f"hbar^2/2m: {kinetic:.5f} eV nm^2")
print(f"kappa: {kappa:.5f} 1/nm;  1/kappa: {1 / kappa:.4f} nm")
print(f"E0: {1e3 * e0:.3f} meV")
print(f"N(0) formula: {formula_zero:.5f} 1/nm")
print(f"N(0) diagonalization: {direct_zero:.5f} 1/nm ({found} levels)")
print("e | E (meV) | N (1/nm) | density (1/(eV nm))")
for e in (-6.0, -4.0, -3.0, -2.0, -1.0, 0.0, 1.0, 3.0):
    print(f"{e:5.1f} | {1e3 * e * e0:8.2f} | {kappa * states_below(e):.4e}"
          f" | {kappa / e0 * density(e):.4e}")
print("e | N / tail formula | slope energy (meV) | its tail formula (meV)")
for e in (-6.0, -4.0, -3.0, -2.0, -1.0):
    print(f"{e:5.1f} | {states_below(e) / tail_states(e):.4f}"
          f" | {1e3 * e0 * slope_energy(e):.3f}"
          f" | {1e3 * e0 / (2 * np.sqrt(-e)):.3f}")
print("PASS")
```

It prints:

```
Airy identity, largest relative error: 6.7e-16
Normalization, largest relative error: 2.4e-09
Chains: 4000, counted length of each: 800/kappa
Lattice spacing: 0.05/kappa
e | N/kappa formula | N/kappa chains | standard error
 -3.0 | 0.000514 | 0.000510 | 0.000013
 -2.0 | 0.009314 | 0.009347 | 0.000053
 -1.0 | 0.068638 | 0.068790 | 0.000122
  0.0 | 0.200962 | 0.201054 | 0.000143
  1.0 | 0.340414 | 0.340616 | 0.000124
  3.0 | 0.554216 | 0.554481 | 0.000086
e | probability of 0<z<1: formula | chains
 -1.0 | 0.3686 | 0.3710
  0.0 | 0.3304 | 0.3352
  1.0 | 0.2564 | 0.2587
N / free value at e=50: 1.0000012
N / tail formula at e=-20: 0.99765
density / tail formula at e=-20: 0.99485
slope energy / tail formula at e=-20: 1.00567
sech^2 well: level -1.00002 E0, cost 1.33333
best Gaussian well tried, same level: cost 1.33555
Example mass: 0.3 electron masses
Example gamma: 0.002 eV^2 nm
hbar^2/2m: 0.12700 eV nm^2
kappa: 0.39579 1/nm;  1/kappa: 2.5266 nm
E0: 19.894 meV
N(0) formula: 0.07954 1/nm
N(0) diagonalization: 0.07967 1/nm (478 levels)
e | E (meV) | N (1/nm) | density (1/(eV nm))
 -6.0 |  -119.37 | 9.3860e-10 | 2.2701e-07
 -4.0 |   -79.58 | 5.7041e-06 | 1.1074e-03
 -3.0 |   -59.68 | 2.0352e-04 | 3.3409e-02
 -2.0 |   -39.79 | 3.6863e-03 | 4.6065e-01
 -1.0 |   -19.89 | 2.7166e-02 | 2.0431e+00
  0.0 |     0.00 | 7.9539e-02 | 2.9146e+00
  1.0 |    19.89 | 1.3473e-01 | 2.5558e+00
  3.0 |    59.68 | 2.1935e-01 | 1.7849e+00
e | N / tail formula | slope energy (meV) | its tail formula (meV)
 -6.0 | 0.9851 | 4.212 | 4.061
 -4.0 | 0.9712 | 5.345 | 4.974
 -3.0 | 0.9519 | 6.498 | 5.743
 -2.0 | 0.8986 | 9.387 | 7.034
 -1.0 | 0.8180 | 23.533 | 9.947
PASS
```
